Two-photon excitation probability of a dye in a femtosecond pulse

**Question**

A resist contains a dye that the laser can excite by simultaneous absorption of two photons, but not of one. Its two-photon cross section at the laser wavelength is σ = 100 GM, where 1 GM = 10⁻⁵⁰ cm⁴ s per photon. A flat pulse of duration T = 100 fs carries the constant photon flux F = 10²⁸ photons/(cm² s). The cross section is defined so that σF² is the number of photons absorbed per molecule per second. The light is coherent and fills a single mode, and the beam is not depleted. Unless a part says otherwise, σ is the value that applies to the molecule considered.

**(a) Find the excitation rate and the probability that one pulse excites a molecule. How large is the error of the linear estimate?**

*Answer.* Each excitation removes two photons from the beam. The excitation rate W is therefore half the photon absorption rate:

W = σF²/2.

The cross section is 100 × 10⁻⁵⁰ = 10⁻⁴⁸ cm⁴ s, and F² = 10⁵⁶ cm⁻⁴ s⁻². Hence

σF² = 10⁻⁴⁸ × 10⁵⁶ = 10⁸ s⁻¹,

W = 5 × 10⁷ s⁻¹.

A molecule that is already excited cannot be excited again from its ground state. If p is the excited fraction and return during the pulse is neglected,

dp/dt = W(1 − p), p(0) = 0.

Separating the variables gives −ln(1 − p) = WT at the end of the pulse, so

p = 1 − exp(−WT) = WT − (WT)²/2 + …

With T = 10⁻¹³ s,

p ≈ WT = 5 × 10⁷ × 10⁻¹³ = 5 × 10⁻⁶.

The linear estimate is too high by (WT)²/2 = 1.25 × 10⁻¹¹, which is 2.5 parts in a million of p. About one molecule in 200 000 is excited per pulse.

The factor 1/2 belongs to the definition of σ. If σF² were defined as the number of excitations per second, the same numerical σ would give 10⁻⁵. A quoted cross section is therefore usable only together with its definition.

**(b) Derive the quadratic rate law from a three-level molecule, and express σ through molecular quantities.**

Take a ground state g, an intermediate state m and a final state f. The transitions g–m and m–f have equal dipoles μ along the field E₀ cos ωt. Two photons are resonant with f, and m lies ħΔ above the energy of one photon. Coherences with f decay at the rate γ, with γ ≪ Δ. Set the refractive index and the local-field factor to one.

*Answer.* Define Ω = μE₀/ħ. The interaction is −μE₀ cos ωt. In a frame that rotates with the field, and with the rapidly oscillating terms dropped, the amplitudes obey

i dc_g/dt = −(Ω/2)c_m,

i dc_m/dt = Δc_m − (Ω/2)(c_g + c_f),

i dc_f/dt = −(Ω/2)c_m.

If Ω ≪ Δ and the pulse envelope changes little in a time 1/Δ, c_m follows the other two amplitudes. Neglecting dc_m/dt gives

c_m ≈ (Ω/2Δ)(c_g + c_f).

Substitution into the equation for c_f yields

i dc_f/dt = −(Ω²/4Δ)(c_g + c_f),

and the equation for c_g has the same right-hand side. The term in each state's own amplitude is a level shift. It is equal for g and f here, so it does not detune the transition. The cross term is a coupling, which we write as −Ω₂/2:

Ω₂ = Ω²/(2Δ).

Now form ρ_fg = c_f c_g* and add its decay:

dρ_fg/dt = i(Ω₂/2)(ρ_gg − ρ_ff) − γρ_fg,

dρ_ff/dt = Ω₂ Im ρ_fg.

For weak excitation ρ_gg − ρ_ff ≈ 1. After a few times 1/γ the coherence settles at ρ_fg = iΩ₂/(2γ), and the population grows at the constant rate

W = Ω₂²/(2γ) = Ω⁴/(8Δ²γ).

The intensity ε₀cE₀²/2 equals ħωF, so E₀² = 2ħωF/(ε₀c). Therefore

Ω⁴ = μ⁴E₀⁴/ħ⁴ = 4μ⁴ω²F²/(ħ²ε₀²c²),

W = μ⁴ω²F²/(2ħ²ε₀²c²Δ²γ).

Comparison with W = σF²/2 gives

σ = μ⁴ω²/(ħ²ε₀²c²Δ²γ).

The square of F arises because the transition amplitude needs the field twice, and the probability is the square of that amplitude.

For a wavelength of 800 nm, ħΔ = 1 eV and ħγ = 0.1 eV, solving this for μ at σ = 100 GM gives 4.5 debye. The peak field is 1.37 MV/cm. The level shift ħΩ²/(4Δ) is 0.041 meV. Since Δ is not small beside ω, the dropped rapid terms change it to 0.050 meV for g and 0.021 meV for f. Both are far below the half-width of 100 meV, so the inequality hardly alters the resonance.

**(c) The steady rate needs a settled coherence. Find the correction for a flat pulse, then treat a Gaussian pulse whose full width at half maximum in flux is T.**

*Answer.* Before it settles, the coherence is

Im ρ_fg(t) = ½ ∫ Ω₂(t′) exp[−γ(t − t′)] dt′, with t′ < t.

From Ω₂²/(2γ) = σF²/2 we have Ω₂ = √(σγ) F. Inserting this into dρ_ff/dt = Ω₂ Im ρ_fg and integrating,

p = (σγ/2) ∫dt F(t) ∫dt′ F(t′) exp[−γ(t − t′)], with t′ < t.

For the flat pulse the inner integral is F[1 − exp(−γt)]/γ. Integrating over t from 0 to T gives

p = W{T − [1 − exp(−γT)]/γ}.

Here 1/γ = 6.58 fs and the exponential is negligible. The effective duration is 100 − 6.58 = 93.42 fs, and

p = 5 × 10⁻⁶ × 0.9342 = 4.67 × 10⁻⁶.

This is 6.6 % below the rate-law value for the assumed width. In the opposite limit γT ≪ 1, expansion of the exponential to second order gives p ≈ WγT²/2. The probability then grows as T², and a constant rate no longer describes the pulse. This limit also requires that the pulse remain long compared with 1/Δ and the optical period, since otherwise m cannot be eliminated. With the values of part (b), 1/Δ is 0.66 fs and the optical period 2.7 fs, so the limit is not reached there.

For the Gaussian pulse,

F(t) = F₀ exp(−4 ln2 t²/T²).

Without the dephasing correction we need

∫F² dt = F₀² ∫exp(−8 ln2 t²/T²) dt = F₀²T √[π/(8 ln2)] = 0.7527 F₀²T.

With the same peak flux as the flat pulse, p = 3.76 × 10⁻⁶. If the fluence is held fixed instead, the condition is

F₀T √[π/(4 ln2)] = FT, so F₀² = (4 ln2/π)F².

The probability is then WT √(2 ln2/π) = 3.32 × 10⁻⁶.

The dephasing correction is smaller for the smooth pulse. Repeated integration by parts of the inner integral gives

γ∫F(t′) exp[−γ(t − t′)] dt′ = F − F′/γ + F″/γ² − …

where primes on F denote time derivatives. On multiplying by F and integrating over the pulse, the term FF′ vanishes because it is the derivative of F²/2. The term FF″ becomes −(F′)². The leading relative loss is thus

∫(F′)² dt / (γ² ∫F² dt).

For the Gaussian, F′ = −(8 ln2/T²)tF. The mean of t² weighted with F² is T²/(16 ln2). The loss is therefore

(64 ln²2/T⁴) × T²/(16 ln2)/γ² = 4 ln2/(γT)²,

or about 1.2 % at 100 fs. The flat pulse loses a fraction 1/(γT) because the coherence must build up after its steep edge. In the ladder the edge must still be slow compared with 1/Δ: a truly sudden edge leaves a population of order Ω²/(4Δ²) = 4 × 10⁻⁵ in m, which is several times p.

The density matrix of the same ladder was also propagated numerically in the full oscillating field, without dropping the rapid terms or eliminating m. For the Gaussian pulse of 100 fs it gives 3.723 × 10⁻⁶, against 3.720 × 10⁻⁶ from the double integral. At 30 fs and the same peak flux the two values are 1.020 × 10⁻⁶ and 1.017 × 10⁻⁶, whereas the plain rate law gives 1.129 × 10⁻⁶. The shorter pulse therefore shows a clear failure of the rate law, and the double integral accounts for it.

**(d) The flux is raised by a factor of 100 at fixed pulse duration. What is the excitation probability now?**

*Answer.* The rate grows by 10⁴, so WT = 0.0500. This is no longer negligible beside one. The law of part (a) gives

p = 1 − exp(−0.0500) = 0.0488.

That law assumes that an excited molecule leaves the state f in a time much shorter than the pulse, and so cannot be driven back down. Vibrational relaxation has this effect only if it is that fast. If it stays in f, the factor ρ_gg − ρ_ff = 1 − 2p must be kept:

dp/dt = W(1 − 2p), p = [1 − exp(−2WT)]/2 = 0.0476.

To leading order the linear estimate is too high by a fraction WT/2 in the first case and WT in the second. At much larger WT the first law tends to 1 and the second to 1/2. Both require W ≪ γ, so that the coherence can still follow the populations, and the first also requires that f empty at a rate well above W.

The numerical ladder gives a further check at ten times the original flux. Its probability rises by a factor of 99.2, where the quadratic law predicts 100. Saturation at that flux accounts for less than 0.1 %, so most of the 0.8 % difference has another origin: the damped m–f coherence lets the light transfer population from f to m, and for f and m together the factor is 99.9. If this difference grows in proportion to the flux, it reaches about 8 % at a hundred times the original flux and exceeds the saturation correction. The values 0.0488 and 0.0476 therefore belong to the rate laws with a constant σ; for the ladder itself, this reduction and the 6.6 % dephasing loss of part (c) together would lower the population of f from 0.0476 to about 0.04. A molecule transferred to m is still excited, so the population of f and m together is higher, about 0.044.

**(e) How do molecular orientation and photon statistics change the result at fixed mean flux?**

*Answer.* Let both dipoles be parallel and make an angle θ with the field. Each of the two couplings acquires a factor cos θ. The amplitude then varies as cos²θ and the probability as cos⁴θ. In an isotropic resist the mean, with u = cos θ, is

∫u⁴ du from 0 to 1 = 1/5.

If 100 GM is the isotropic mean, a molecule along the field has five times the mean probability, 2.5 × 10⁻⁵, and one perpendicular to it has none in this model. The dipole needed in part (b) rises by 5^(1/4), to 6.7 debye.

For the statistics, removing two photons from a mode that holds n photons has a rate proportional to n(n − 1). The rate at a given mean number therefore contains

g₂ = ⟨n(n − 1)⟩/⟨n⟩².

Coherent light has a Poisson distribution with mean λ, for which

Σ n(n − 1) exp(−λ)λⁿ/n! = λ²,

so g₂ = 1. Single-mode thermal light has the distribution (1 − x)xⁿ with x/(1 − x) = λ. Its sum is

(1 − x) Σ n(n − 1)xⁿ = 2x²/(1 − x)² = 2λ²,

so g₂ = 2. Thermal light of the same mean flux would give p = 10⁻⁵, because its fluctuations enter through the square.

**(f) Set the pulse in a direct laser writer at 800 nm, with a focal waist of 300 nm (1/e² intensity radius), 80 MHz repetition and 1 ms dwell. Find the power and the accumulated excitation, and judge the neglected processes.**

*Answer.* The photon energy is 1.55 eV. Multiplied by F, it gives an intensity of 2.48 × 10⁹ W/cm² and, over 100 fs, a fluence of 0.248 mJ/cm². Let this be the value on the axis of a Gaussian beam. The integral of exp(−2r²/w²) over the focal plane is πw²/2, so the pulse energy is

2.483 × 10⁻⁴ J/cm² × π(3 × 10⁻⁵ cm)²/2 = 0.351 pJ.

At 80 MHz the average power is 28 μW.

The dwell contains N = 80 000 pulses. A stationary molecule on the axis escapes all of them with probability (1 − p)ᴺ ≈ exp(−Np) = exp(−0.4). The fraction excited at least once is thus 0.33. This assumes the same σ for every molecule, independent pulses and no diffusion or replenishment of dye. If 100 GM is instead the mean over fixed random orientations, as in part (e), averaging 1 − exp(−5Np cos⁴θ) over the directions gives 0.25. It counts excitations, not reactions: the yield of radicals per excitation would still have to be applied. At r = w the flux is lower by e⁻², and the single-pulse probability by e⁻⁴, or to about 2 % of its axial value. A linear process would still have 14 % of its axial value there. The larger difference is in depth. In an undepleted beam, weak linear excitation summed over a plane across the beam is the same in every plane, whereas the quadratic sum falls as the beam widens away from the focus.

A weak one-photon absorption with cross section σ₁ would equal the two-photon signal when σ₁FT = σF²T/2, that is

σ₁ = σF/2 = 5 × 10⁻²¹ cm².

The dye must be very transparent at 800 nm for the two-photon process to dominate at this flux. Since the limit is proportional to F, a stronger pulse relaxes it. The ladder of part (b) meets the limit only because its g–m coherence is left undamped. With the same constant γ on g–m, its one-photon wing would have a cross section of about 10⁻¹⁸ cm² and would dominate, so the model does not itself show that a real dye is transparent enough.

An excited molecule may absorb another photon before the pulse ends. Let its cross section be σ_e = 10⁻¹⁶ cm², an assumed value, and let the excitation times be spread evenly over the pulse. Averaging 1 − exp[−σ_eF(T − t)] over t gives

1 − [1 − exp(−x)]/x, x = σ_eFT = 0.1,

which is 0.048. At 100 times the flux, x = 10 and the same expression gives 0.90. This does not change the first excitation step, but it can change the chemistry that follows. Decay with an assumed lifetime of 1 ns removes 5 × 10⁻⁵ of the excited molecules during the pulse.

For a dye density of 6 × 10¹⁸ cm⁻³ and a resist 1 μm thick, the axial focal flux, if it held over the whole thickness, would lose a fraction 6 × 10⁻⁶. This is an upper estimate for the beam, whose flux is lower off the axis and away from the focus. If all the absorbed energy became heat, with a heat capacity of 2 J/(cm³ K), one pulse would warm the resist by about 7 × 10⁻⁶ K. Neither effect alters the single-pulse answer; heat accumulated over many pulses is a separate question.

At fixed spot, duration and repetition rate, the hundredfold flux of part (d) corresponds to 2.8 mW. There saturation alone makes the linear estimate too high by a few per cent, and with the assumed σ_e repeated absorption by excited molecules is the more serious omission. Real pulses are also not flat: the Gaussian shape alone lowers the original probability by 25 % at equal peak flux, or by 34 % at equal fluence.

Computed results

```
cross section                         1.000e-48 cm^4 s
photon flux                           1.000e+28 1/(cm^2 s)
flux squared                          1.000e+56 1/(cm^4 s^2)
pulse duration                        100.0 fs
photon absorption rate sigma F^2      1.000e+08 1/s
excitation rate W                     5.000e+07 1/s
EXCITATION PROBABILITY p              5.000e-06
p if the factor 1/2 is absent         1.000e-05
linear minus saturating law           1.250e-11
wavelength                            800 nm
photon energy                         1.5498 eV
two-photon energy                     3.0996 eV
intensity                             2.483e+09 W/cm^2
fluence per pulse                     0.2483 mJ/cm^2
photons per area per pulse            10.00 1/nm^2
peak field                            1.368 MV/cm
focal waist                           300 nm
pulse energy                          0.351 pJ
repetition rate                       80 MHz
average power                         28.08 uW
dwell time                            1.0 ms
pulses in dwell time                  80000
fraction excited at least once        0.3297
half width hbar*gamma                 0.10 eV
dephasing time 1/gamma                6.58 fs
intermediate detuning                 1.00 eV
model dipole, along field             4.473 debye
model dipole, isotropic mean 100 GM   6.689 debye
flat pulse with dephasing, p          4.671e-06
Gaussian factor, same peak            0.7527
Gaussian pulse, same peak, p          3.763e-06
Gaussian pulse, same fluence, p       3.321e-06
density matrix, Gaussian 100 fs, p    3.723e-06
dephasing formula, Gaussian 100 fs, p 3.720e-06
density matrix, Gaussian 30 fs, p     1.020e-06
dephasing formula, Gaussian 30 fs, p  1.017e-06
plain rate law, Gaussian 30 fs, p     1.129e-06
density matrix ratio at 10 x flux     99.20
orientation mean / aligned value      0.2001
aligned molecule, mean 100 GM, p      2.500e-05
g2 coherent, thermal                  1.000, 2.000
single-mode thermal light, p          1.000e-05
Stark shift of ground state           0.0406 meV
one-photon cross section giving same p 5.00e-21 cm^2
assumed excited-state cross section   1.0e-16 cm^2
excited molecule absorbs again        0.0484
assumed excited-state lifetime        1.0 ns
excited molecule decays in pulse      5.00e-05
dye density                           6.0e+18 1/cm^3
resist thickness                      1.0 um
fraction of beam absorbed             6.00e-06
assumed heat capacity                 2.0 J/(cm^3 K)
heating per pulse                     7.45e-06 K
100 x flux: intensity                 2.483e+11 W/cm^2
100 x flux: linear estimate           0.0500
100 x flux: saturating, no return     0.0488
100 x flux: with stimulated return    0.0476
```
